# Spin-orbit splitting and magnetic moment of octahedral 5d1 ReF6

With the spin factor taken as exactly 2, a field of 10 T shifts the energy of a free electron spin by 579 micro-eV, up or down according to its direction. Put that electron in the t2g level of an ideal octahedral 5d1 ion with a spin-orbit constant of 0.40 eV, and the largest shift of its ground level is 1.12 micro-eV, downward for both directions of the field. The electron is still unpaired and its spin has not been quenched. The shift linear in the field is gone because the orbital moment cancels the spin moment.

The model for ReF6 has one 5d electron on rhenium at the centre of a regular octahedron of fluorines. Angular momenta are in units of \(\hbar\), energies in eV. With the t2g level as zero of energy,

\[
H=\zeta\,\mathbf L\cdot\mathbf S+\Delta P_e ,\qquad \zeta>0,
\]

where \(P_e\) projects on the two eg orbitals and \(\Delta\) is the cubic splitting. The magnetic moment is \(\boldsymbol\mu=-\mu_B(\mathbf L+2\mathbf S)\), with the spin factor set to 2, so a field \(B\) along \(z\) adds \(\mu_BB(L_z+2S_z)\). The diamagnetic term, quadratic in \(B\), is left out; for this one electron it amounts to a few hundredths of a micro-eV at most at 10 T. At first \(\Delta\) is taken so large that the eg orbitals drop out.

What remains of \(\mathbf L\) inside t2g follows from \(L_z=-i(x\partial_y-y\partial_x)\). The common radial factor is untouched by a rotation, so it is enough to act on the polynomials:

\[
L_z(yz)=-i\,zx,\qquad L_z(zx)=i\,yz,\qquad L_z(xy)=-i(x^2-y^2).
\]

The last function belongs to eg and is removed by the projection. For p functions the same operator, called \(l_z\), gives

\[
l_z x=i\,y,\qquad l_z y=-i\,x,\qquad l_z z=0 .
\]

Match \(yz,zx,xy\) with \(x,y,z\) in that order. The two sets of results then agree apart from a sign, and cyclic exchange of the axes gives the other components. With \(P\) the projector on t2g,

\[
P\mathbf LP=-\mathbf l ,\qquad l=1 .
\]

The t2g electron thus carries one unit of orbital angular momentum, like a p electron, but with reversed sign. This sign fixes both the order of the levels and the cancellation of the moment.

Since \(\mathbf S\) does not act on the orbitals, the projected Hamiltonian is \(-\zeta\,\mathbf l\cdot\mathbf s\), with \(\mathbf s=\mathbf S\). Define \(\mathbf j=\mathbf l+\mathbf s\). Squaring it gives \(2\,\mathbf l\cdot\mathbf s=j(j+1)-l(l+1)-s(s+1)\), and with \(l(l+1)=2\) and \(s(s+1)=3/4\),

\[
E_j=-\frac{\zeta}{2}\left[j(j+1)-\frac{11}{4}\right].
\]

For \(j=3/2\) the bracket is \(15/4-11/4=1\); for \(j=1/2\) it is \(3/4-11/4=-2\). Hence

\[
E_{3/2}=-\frac{\zeta}{2}\ \text{(four states)},\qquad
E_{1/2}=+\zeta\ \text{(two states)},\qquad
E_{1/2}-E_{3/2}=\frac32\,\zeta .
\]

The weighted sum \(4(-\zeta/2)+2\zeta\) vanishes, as it must for an interaction without trace. In a true p shell the quartet would lie above the doublet; here the reversed sign puts it below. For \(\zeta=0.40\) eV the levels are at \(-0.20\) and \(+0.40\) eV, and the gap is 0.60 eV, or 4839 cm\(^{-1}\).

The moment can be read from the states themselves. Let \(|m_l,\uparrow\rangle\) and \(|m_l,\downarrow\rangle\) be the products of an eigenfunction of \(l_z\) and a spin function. The highest state of the quartet is \(|1,\uparrow\rangle\). Applying \(j_-=l_-+s_-\) gives \(\sqrt3\) times the next state on one side and \(\sqrt2|0,\uparrow\rangle+|1,\downarrow\rangle\) on the other, so

\[
|\tfrac32,\tfrac32\rangle=|1,\uparrow\rangle,\qquad
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle .
\]

Because \(L_z=-l_z\), the first state has \(\langle L_z\rangle=-1\) and \(\langle2S_z\rangle=+1\). The second has \(\langle L_z\rangle=-1/3\) and \(\langle2S_z\rangle=2/3-1/3=+1/3\). Both sums are zero, and the states with negative \(m\) follow by reversing all signs.

The same holds for every direction. Within a level of fixed \(j\), a vector operator \(\mathbf V\) acts as \(\mathbf j\) times \(\langle\mathbf V\cdot\mathbf j\rangle/[j(j+1)]\). Here \(\mathbf l\cdot\mathbf j=[j(j+1)+2-3/4]/2=5/2\) for \(j=3/2\), and division by \(15/4\) gives

\[
\mathbf l\to\tfrac23\,\mathbf j,\qquad \mathbf s\to\tfrac13\,\mathbf j .
\]

The second factor follows from the first, since the two must add to one. Now let the orbital part be scaled by a factor \(k\) and the spin factor be \(g_s\). Then

\[
-k\,\mathbf l+g_s\mathbf s\;\to\;\frac{g_s-2k}{3}\,\mathbf j ,
\]

which vanishes for \(k=1\) and \(g_s=2\). All matrix elements of the moment inside the quartet are then zero, and with them the energy shift linear in the field. The measured excess of the electron's spin factor over 2 leaves a quartet factor of 0.0008. At 10 T this is a linear shift of at most 0.7 micro-eV, tiny beside that of a free spin but comparable with the quadratic shift found next; it is left out below.

A field can still induce a moment by mixing the quartet with the doublet. The doublet state with \(m=1/2\) is the combination orthogonal to the one above, \(\sqrt{1/3}\,|0,\uparrow\rangle-\sqrt{2/3}\,|1,\downarrow\rangle\). The operator \(L_z+2S_z=-l_z+2s_z\) has the value \(+1\) on \(|0,\uparrow\rangle\) and \(-2\) on \(|1,\downarrow\rangle\), so the element between the two states is

\[
\sqrt{\tfrac13}\sqrt{\tfrac23}\,(1)+\left(-\sqrt{\tfrac23}\right)\sqrt{\tfrac13}\,(-2)
=\frac{\sqrt2}{3}+\frac{2\sqrt2}{3}=\sqrt2 .
\]

Second-order perturbation theory divides its square by the gap:

\[
\delta E_{\pm1/2}=-\frac{2(\mu_BB)^2}{3\zeta/2}=-\frac{4(\mu_BB)^2}{3\zeta},\qquad \delta E_{\pm3/2}=0 .
\]

The second result holds because the operator conserves \(m\), and the doublet has no state with \(m=\pm3/2\). At 10 T, \(\mu_BB=5.79\times10^{-4}\) eV, and the shift is \(-1.12\times10^{-6}\) eV, the small number of the opening.

This response sets the susceptibility of the ideal model. At 300 K, \(k_BT=0.0259\) eV, and the doublet holds a fraction \(4\times10^{-11}\) of the population, so the four quartet states are equally occupied. Two of them have the induced moment \(-\partial E/\partial B=8\mu_B^2B/(3\zeta)\) and two have none. The average gives \(\chi=4\mu_B^2/(3\zeta)\) per molecule, independent of temperature. The effective moment, in units of \(\mu_B\), is defined by \(\mu_{\rm eff}^2=3k_BT\chi/\mu_B^2\), hence

\[
\mu_{\rm eff}^2=\frac{4k_BT}{\zeta}\qquad(k_BT\ll\zeta).
\]

At 300 K this is \(4(0.0259)/0.40=0.259\), or \(\mu_{\rm eff}=0.51\). A free spin would have \(\mu_{\rm eff}^2=4s(s+1)=3\), or 1.73. The ideal value is not a permanent moment: it falls as \(\sqrt T\) on cooling.

The cancellation was obtained with the eg level infinitely far away. To see what a finite \(\Delta\) does, label the d functions by the eigenvalue \(M\) of the true \(L_z\). The t2g function with \(l_z=1\) is \(|M=-1\rangle\), and the one with \(l_z=0\) is \(b=(|2\rangle-|-2\rangle)/\sqrt2\), which is \(xy\) up to a phase. The sign of \(b\) matches the states built above: \(L_-|-1\rangle=2|-2\rangle\) has the t2g part \(-\sqrt2\,b\), so \(l_-=-PL_-P\) turns \(|-1\rangle\) into \(+\sqrt2\,b\), as it must. The eg functions are \(|M=0\rangle\) and \(e=(|2\rangle+|-2\rangle)/\sqrt2\). In

\[
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+),
\]

the state \(m=3/2\), which is \(|-1\rangle\uparrow\), couples through \(L_+|-1\rangle=\sqrt6\,|0\rangle\) to \(|0\rangle\downarrow\), with strength \(\zeta\sqrt6/2=\sqrt{3/2}\,\zeta\).

For \(m=1/2\) the partner is \(e\uparrow\). Here \(L_ze=2b\), while \(L_+|-2\rangle=2|-1\rangle\) and \(L_+|2\rangle=0\), so

\[
\mathbf L\cdot\mathbf S\,(e\uparrow)=b\uparrow+\frac1{\sqrt2}\,|-1\rangle\downarrow .
\]

The overlap with the quartet state \(\sqrt{2/3}\,b\uparrow+\sqrt{1/3}\,|-1\rangle\downarrow\) is \(\sqrt{2/3}+\sqrt{1/6}=\sqrt{3/2}\). With the doublet state it is \(\sqrt{1/3}-\sqrt{1/3}=0\). The doublet therefore stays at \(+\zeta\), while each quartet state meets one eg state in the same matrix,

\[
\begin{pmatrix}-\zeta/2&\sqrt{3/2}\,\zeta\\ \sqrt{3/2}\,\zeta&\Delta\end{pmatrix}.
\]

The partners have no diagonal spin-orbit energy, because \(L_z\) has zero mean in \(|0\rangle\) and in \(e\). States with negative \(m\) follow by time reversal. The lower eigenvalue is

\[
E_q=\frac{\Delta-\zeta/2}{2}-\sqrt{\frac{(\Delta+\zeta/2)^2}{4}+\frac{3\zeta^2}{2}} ,
\]

and its state is \(\cos\theta\) times the quartet state minus \(\sin\theta\) times the eg partner, with

\[
\tan2\theta=\frac{\sqrt6\,\zeta}{\Delta+\zeta/2}.
\]

For \(m=3/2\) the t2g part contributes no moment, the eg part \(|0\rangle\downarrow\) has \(L_z+2S_z=-1\), and there is no cross term because \(L_z\) and \(S_z\) are diagonal in these two states. For \(m=1/2\) the eg part \(e\uparrow\) contributes \(+1\), and there is a cross term, since \(\langle e\uparrow|L_z|m=1/2\rangle=2\sqrt{2/3}\). It enters twice, with weight \(-\sin\theta\cos\theta\). Thus

\[
\langle L_z+2S_z\rangle_{3/2}=-\sin^2\theta,
\]
\[
\langle L_z+2S_z\rangle_{1/2}=\sin^2\theta-4\sqrt{\tfrac23}\,\sin\theta\cos\theta .
\]

For small \(\zeta/\Delta\), \(\theta\approx\sqrt{3/2}\,\zeta/\Delta\), and the second value becomes \(-4\zeta/\Delta\). Pure d orbitals are therefore not enough for a vanishing moment. The energy changes at second order in the coupling, but the moment of the \(m=\pm1/2\) states changes at first order, because \(L_z\) itself connects \(xy\) with \(x^2-y^2\).

With \(\Delta=4.0\) eV, \(\zeta/\Delta\) is 0.10. The energy is \(E_q=1.90-\sqrt{4.41+0.24}=-0.256\) eV, so the gap grows from 0.600 to 0.656 eV (5294 cm\(^{-1}\)), by 9.4 percent of its ideal value. The eg weight \(\sin^2\theta\) is only 0.013, yet the \(m=1/2\) state acquires \(0.013-0.371=-0.358\), against \(-0.013\) for \(m=3/2\). The leading estimate is \(-0.40\). At 10 T along \(z\), a cube axis, the linear shift of the \(m=\pm1/2\) pair is now \(0.358\times579\approx207\) micro-eV, far above the quadratic shift of the ideal model. These moments depend on the direction of the field: along a body diagonal of the cube they are \(\pm0.314\) and \(\pm0.172\), with the same sum of squares.

Diagonalizing all ten d spin-orbitals in a small field and taking the second field derivative of the free energy gives \(\mu_{\rm eff}=0.65\) at 300 K, or \(\mu_{\rm eff}^2=0.423\). The permanent moments supply \(3(0.013^2+0.358^2)/2=0.192\) of this, and the remaining 0.231 is induced by the field. On cooling, the first part stays, so the effective moment no longer tends to zero.

The opposite limit, \(\Delta=0\), must return the free ion. Then \(\tan2\theta=2\sqrt6\), so \(\cos2\theta=1/5\), \(\sin^2\theta=2/5\) and \(\sin\theta\cos\theta=\sqrt6/5\). The energy becomes \(-\zeta/4-5\zeta/4=-3\zeta/2\), that of the free d\(_{3/2}\) level. The two values of \(L_z+2S_z\) become \(-2/5\) and \(2/5-8/5=-6/5\), which are \(4/5\) times \(-1/2\) and \(-3/2\), as the Landé factor 4/5 of that level requires.

Covalency acts on the moment in another way. Return to an isolated t2g level, and let each t2g orbital contain fluorine p functions of pi symmetry. For \(xy\), four ligands each offer one such function with hopping \(V\) to the metal. Their normalized combination has coefficients of size \(1/2\), so its coupling is \(4V/2=2V\). If the ligand level lies \(E\) below the metal level, the upper state of this two-level problem has the ligand weight

\[
f=\frac12\left[1-\frac{E}{\sqrt{E^2+16V^2}}\right].
\]

Overlap between metal and ligand functions is neglected, as are angular-momentum terms between different atoms and spin-orbit mixing of this upper level with the lower metal-ligand levels. On the metal, \(\langle yz|L_z|zx\rangle=i\). In the ligand combinations for \(zx\) and \(yz\), only the two atoms on the \(z\) axis carry \(p_x\) in the one and \(p_y\) in the other. Each contributes \(i/4\), so the ligand element is \(i/2\), and

\[
k=(1-f)+\frac f2=1-\frac f2,\qquad
\frac{2-2k}{3}=\frac f3 .
\]

The spin is carried along in full wherever the electron goes, but the orbital moment is reduced, and the cancellation becomes incomplete. The same weights apply to the spin-orbit energy, with \(\zeta_F\) the constant of fluorine:

\[
\zeta_{\rm eff}=(1-f)\,\zeta+\frac f2\,\zeta_F .
\]

The gap is still three halves of a constant, but of this reduced one. With \(E=5.0\) eV, \(V=1.2\) eV and \(\zeta_F=0.030\) eV, \(f=\tfrac12(1-5.00/6.93)=0.139\) and \(k=0.930\). Then \(\zeta_{\rm eff}=0.346\) eV and the gap is 0.520 eV. The quartet factor is 0.046, which gives \(L_z+2S_z=0.070\) for \(m=3/2\). This is positive, whereas eg mixing made the values negative, and for these parameters it is much smaller than the 0.358 found there. The neglected spin-orbit mixing with the lower metal-ligand levels is a small correction here: in the same hopping model, with the eg orbitals still left out, it changes the gap to 0.521 eV and the value 0.070 to 0.073.

The octahedron may also distort, since an orbitally degenerate quartet is open to the Jahn-Teller effect. A static tetragonal distortion that raises \(yz\) and \(zx\) by \(\delta\) relative to \(xy\) adds \(\delta\,l_z^2\). Its mean is \(\delta\) for \(m=\pm3/2\) and \(\delta/3\) for \(m=\pm1/2\), so the quartet splits by \(2\delta/3\). The element between the \(m=1/2\) states of quartet and doublet is \(-\sqrt2\,\delta/3\). Dividing by the energy difference \(-3\zeta/2\) gives the admixture \(2\sqrt2\,\delta/(9\zeta)\), and twice this times the moment element \(\sqrt2\) is

\[
\langle L_z+2S_z\rangle_{1/2}\approx\frac{8\delta}{9\zeta}.
\]

For \(\delta=0.030\) eV the estimates are 0.020 eV and 0.067; diagonalization of the six t2g states gives 0.0203 eV and 0.065. The \(m=\pm3/2\) pair keeps its zero moment, and for negative \(\delta\) it is the lowest pair. The splitting is comparable with \(k_BT\) at 300 K, so even a modest distortion matters for the relative populations within the quartet.

ReF6 is a volatile molecular halide that can serve as a rhenium source in vapour deposition, and its metal has the 5d1 configuration assumed here. A spin-orbit constant of a few tenths of an eV and a cubic splitting of a few eV are rough typical magnitudes for such a hexafluoride; the values used are round choices within that range, and the ligand and distortion parameters are round choices too, not fitted to the molecule. The ligand weight in particular may be well above the 0.14 used here, which would make the covalency corrections larger: at \(f=0.4\) the \(m=3/2\) value \(f/2\) would be 0.20, no longer small beside the 0.358 from eg mixing. A spin-orbit constant read from a measured spectrum already contains the covalent reduction, whereas the covalency estimate treats 0.40 eV as the constant of the metal alone. The real molecule breaks the assumption of an isolated, purely metallic t2g level. In these estimates that moves the gap from 0.60 eV up to 0.66 eV by eg mixing alone, or down to 0.52 eV by covalency alone. The corrections were found separately and should not be added as a prediction for the molecule. Coupled electronic and vibrational motion, orbital overlap and many-electron effects are left out, and the first of these can change both the levels and the moment. The order of the levels is the sturdier result: at the stated parameters the four quartet states stay below the doublet under each correction treated here, although distortion splits them into two pairs. The vanishing of the moment in all four states is more fragile: it was found for a regular octahedron, a remote eg level, pure d orbitals and a spin factor of 2, and a departure from any one of these alone gives at least some of the states a moment.

Numbers in the example were calculated in double precision.
